# Weighing and Locating a Particle on a String from Two Frequencies: test program

```python
"""
Point mass on a uniform fixed-fixed string: inversion of two frequency shifts.

Result under test: the first two frequencies fix the added mass m and its
distance from the midpoint uniquely; mirror positions have equal spectra.
Symbols: alpha = m/M (M = string mass), xi = a/L (mass position),
q = omega*L/c (c = wave speed), s_n = 1 - f_n/f_n0 (fractional shift),
u = |1 - 2 xi|. For light masses s_n = alpha*sin(n*pi*xi)**2.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

pi = np.pi


def spectrum(masses, count=2, degree=18):
    """Lowest q from the energy functional; masses = {position: mass ratio}.
    Basis: polynomial bubbles on each segment and hats at the masses."""
    inner = sorted(masses)
    nodes = [0.0] + inner + [1.0]
    n_seg, n_hat = len(nodes) - 1, len(inner)
    size = n_hat + n_seg * (degree - 1)
    stiff, inertia = np.zeros((size, size)), np.zeros((size, size))
    t, weight = legendre.leggauss(degree + 3)
    P = legendre.legvander(t, degree)
    for seg in range(n_seg):
        h = nodes[seg + 1] - nodes[seg]
        value = np.zeros((len(t), size))
        slope = np.zeros((len(t), size))
        if seg > 0:
            value[:, seg - 1] = (1 - t) / 2
            slope[:, seg - 1] = -1 / h
        if seg < n_hat:
            value[:, seg] = (1 + t) / 2
            slope[:, seg] = 1 / h
        for j in range(1, degree):
            col = n_hat + seg * (degree - 1) + j - 1
            value[:, col] = P[:, j + 1] - P[:, j - 1]
            slope[:, col] = (2 * j + 1) * P[:, j] * 2 / h
        w = weight[:, None] * h / 2
        stiff += slope.T @ (w * slope)
        inertia += value.T @ (w * value)
    for i, position in enumerate(inner):
        inertia[i, i] += masses[position]
    return np.sqrt(eigh(stiff, inertia, eigvals_only=True)[:count])


def mismatch(u, q1, q2):
    """Vanishes when both frequencies call for the same added mass."""
    return (np.sin(q1) / q1 * (np.cos(q2 * u) - np.cos(q2))
            - np.sin(q2) / q2 * (np.cos(q1 * u) - np.cos(q1)))


def recover(q1, q2):
    """Full inversion: (alpha, xi) with xi in the left half."""
    u = brentq(mismatch, 0.0, 1 - 1e-6, args=(q1, q2), xtol=1e-14)
    alpha = 2 * np.sin(q1) / (q1 * (np.cos(q1 * u) - np.cos(q1)))
    return alpha, (1 - u) / 2


def recover_light(s1, s2):
    """Closed inversion for a light mass."""
    return 4 * s1**2 / (4 * s1 - s2), np.arccos(np.sqrt(s2 / s1) / 2) / pi


def beam_frequency(n, lam, alpha, rotary, xi):
    """omega*L/c of a clamped tensioned beam with a particle.
    lam**2 = bending rigidity/(tension*L**2), rotary = J/(M*L**2)."""
    def determinant(om):
        k2 = 2 * om**2 / (1 + np.sqrt(1 + 4 * lam**2 * om**2))
        k, p = np.sqrt(k2), np.sqrt(k2 + 1 / lam**2)

        def basis(x, length, d):
            return np.array([k**d * np.sin(k * x + d * pi / 2),
                             k**d * np.cos(k * x + d * pi / 2),
                             (-p)**d * np.exp(-p * x),
                             p**d * np.exp(p * (x - length))])
        left = [basis(xi, xi, d) for d in range(4)]
        right = [(-1)**d * basis(1 - xi, 1 - xi, d) for d in range(4)]
        jump = [np.r_[-left[d], right[d]] for d in range(4)]
        zero = np.zeros(4)
        rows = [np.r_[basis(0, xi, 0), zero],
                np.r_[basis(0, xi, 1) / p, zero],
                np.r_[zero, basis(0, 1 - xi, 0)],
                np.r_[zero, basis(0, 1 - xi, 1) / p],
                jump[0], jump[1] / p,
                lam**2 * jump[2] + rotary * om**2 * np.r_[left[1], zero],
                lam**2 * jump[3] - jump[1]
                - alpha * om**2 * np.r_[left[0], zero]]
        return np.linalg.det(np.array(rows))
    centre = n * pi * (1 + 2 * lam)
    return brentq(determinant, 0.98 * centre, 1.02 * centre, xtol=1e-13)


# ---------- tests of the general statements ----------
modes = np.array([1, 2])
for alpha, xi in [(0.02, 0.3), (0.7, 0.17), (5.0, 0.41)]:
    q = spectrum({xi: alpha}, 4)
    residual = np.sin(q) - alpha * q * np.sin(q * xi) * np.sin(q * (1 - xi))
    assert np.max(np.abs(residual)) < 1e-8
    assert 0 < q[0] < pi < q[1] < 2 * pi
    assert np.allclose(recover(q[0], q[1]), (alpha, xi), rtol=1e-7)
    mirror = spectrum({1 - xi: alpha}, 4)
    assert np.allclose(q, mirror, rtol=1e-10)
assert abs(spectrum({0.5: 3.0})[1] - 2 * pi) < 1e-9

# second-order expansion: the remainder must fall as alpha cubed
remainders = []
for alpha in (0.004, 0.002):
    s = 1 - spectrum({0.3: alpha}) / (modes * pi)
    S = np.sin(modes * pi * 0.3)**2
    second = alpha * S * (1 - alpha * S + alpha * modes * pi / 2 * 0.4
                          * np.sin(2 * modes * pi * 0.3))
    remainders.append(np.abs(s - second))
ratio = remainders[0] / remainders[1]
assert np.all((ratio > 7) & (ratio < 9))

# uniqueness and existence: one interior root for arbitrary frequency pairs
rng = np.random.default_rng(4)
grid = np.linspace(0, 1, 20001)[:-1]
for trial in range(200):
    q1, q2 = pi * rng.uniform(0.1, 0.99), pi * rng.uniform(1.01, 1.99)
    signs = np.sign(mismatch(grid, q1, q2))
    assert np.count_nonzero(signs[1:] != signs[:-1]) == 1
for trial in range(10):
    q1, q2 = pi * rng.uniform(0.4, 0.95), pi * rng.uniform(1.3, 1.9)
    alpha, xi = recover(q1, q2)
    assert np.allclose(spectrum({xi: alpha}), (q1, q2), rtol=1e-7)

# error propagation in the light-mass limit against finite differences
alpha, xi, step = 1e-4, 0.3, 1e-7


def error_slopes(alpha, xi):
    """Rows: alpha, xi. Columns: derivative by s1, by s2."""
    S, C = np.sin(pi * xi)**2, np.cos(pi * xi)**2
    scale = 4 * pi * alpha * S * np.sin(2 * pi * xi)
    return np.array([[2 / S - 1 / S**2, 1 / (4 * S**2)],
                     [4 * C / scale, -1 / scale]])


q = spectrum({xi: alpha})
numeric = np.zeros((2, 2))
for i in range(2):
    dq = np.zeros(2)
    dq[i] = -(i + 1) * pi * step
    numeric[:, i] = (np.array(recover(*(q + dq)))
                     - np.array(recover(*(q - dq)))) / (2 * step)
assert np.allclose(numeric, error_slopes(alpha, xi), rtol=0.01)

# ---------- worked example: silicon nitride string, rough values ----------
L, width, thick = 200e-6, 3e-6, 100e-9
stress, density, young = 1e9, 3000.0, 250e9
m_true, a_true = 0.6e-15, 60e-6
M = density * L * width * thick
speed = np.sqrt(stress / density)
alpha_true, xi_true = m_true / M, a_true / L
q_true = spectrum({xi_true: alpha_true})
q_coarse = spectrum({xi_true: alpha_true}, degree=12)
convergence = np.max(np.abs(q_true / q_coarse - 1))
assert convergence < 1e-9
f_bare = np.round(modes * speed / (2 * L))
f_load = np.round(q_true * speed / (2 * pi * L))
s = 1 - f_load / f_bare
alpha_light, xi_light = recover_light(*s)
alpha_full, xi_full = recover(*(modes * pi * (1 - s)))
# data are rounded to 1 Hz, which limits the agreement
assert abs(alpha_full / alpha_true - 1) < 2e-3
assert abs(xi_full - xi_true) < 2e-4
assert abs(alpha_light / alpha_true - 1) < 0.01

# marker added after the weighing
marker_m, marker_a = 9e-15, 50e-6
beta = marker_m / M
f_marked = [f_bare[0] / pi * spectrum({marker_a / L: beta, x: alpha_full})[0]
            for x in (xi_full, 1 - xi_full)]
f_middle = [f_bare[0] / pi * spectrum({0.5: beta, x: alpha_full})[0]
            for x in (xi_full, 1 - xi_full)]
assert abs(f_marked[0] - f_marked[1]) > 10
assert abs(f_middle[0] - f_middle[1]) < 1e-3

# frequency noise
noise = 1e-6
spread = noise * np.sqrt(np.sum(error_slopes(alpha_full, xi_full)**2, axis=1))
offset_mid = np.sqrt(noise / alpha_true) / (2 * pi)
q_mid = spectrum({0.5: alpha_true})[0]
xi_mid = recover(q_mid, 2 * pi * (1 - noise))[1]
assert abs((0.5 - xi_mid) / offset_mid - 1) < 0.03

# neglected: bending stiffness and rotary inertia of a solid sphere
lam = np.sqrt(young * thick**2 / (12 * stress)) / L
radius = (3 * m_true / (4 * pi * 2000.0))**(1 / 3)
rotary = alpha_true * 1.4 * (radius / L)**2
bare = np.array([beam_frequency(n, lam, 0, 0, xi_true) for n in modes])
bent = np.array([beam_frequency(n, lam, alpha_true, 0, xi_true)
                 for n in modes])
rocking = np.array([beam_frequency(n, lam, alpha_true, rotary, xi_true)
                    for n in modes])
assert np.allclose(bare / (modes * pi), 1 + 2 * lam, atol=30 * lam**2)
rotary_shift = 1 - rocking / bent
rotary_estimate = rotary * (modes * pi * np.cos(modes * pi * xi_true))**2
# estimate uses unloaded string slopes, good to a few per cent
assert np.allclose(rotary_shift, rotary_estimate, rtol=0.1)
alpha_beam, xi_beam = recover(*(modes * pi * bent / bare))

# neglected: temperature drift between bare and loaded readings
expansion_gap = 1e-6
drift = young * expansion_gap * 1.0 / (2 * stress)
alpha_warm, xi_warm = recover(*(q_true * (1 + drift)))

# neglected: stretching at finite amplitude (fundamental)
amplitude = 20e-9
cubic = young / stress * (pi * amplitude / (2 * L))**2
stretch = 3 * cubic / 8
quarter = quad(lambda p: 1 / np.sqrt(1 + cubic * (1 + np.sin(p)**2) / 2),
               0, pi / 2, epsabs=1e-13, epsrel=1e-13)[0]
assert abs((pi / 2 / quarter - 1) / stretch - 1) < 1e-3

pg, um = 1e-15, 1e-6
print("INPUTS (rough silicon nitride values)")
print(f"length {L/um:.0f} um, width {width/um:.0f} um")
print(f"thickness {thick*1e9:.0f} nm, stress {stress/1e9:.1f} GPa")
print(f"density {density:.0f} kg/m3, Young modulus {young/1e9:.0f} GPa")
print(f"true particle: {m_true/pg:.2f} pg at {a_true/um:.1f} um")
print(f"string mass M = {M/pg:.1f} pg, wave speed = {speed:.2f} m/s")
print(f"true mass ratio m/M = {alpha_true:.6f}")
print("SYNTHETIC DATA (rounded to 1 Hz)")
for n in range(2):
    print(f"mode {n+1}: bare {f_bare[n]/1e3:.3f} kHz, "
          f"loaded {f_load[n]/1e3:.3f} kHz")
    print(f"mode {n+1}: drop {(f_bare[n]-f_load[n])/1e3:.3f} kHz, "
          f"s{n+1} = {s[n]:.6e}")
print(f"basis change 12 to 18: relative shift {convergence:.1e}")
print("INVERSION")
print(f"s2/s1 = {s[1]/s[0]:.5f}")
print(f"cos(pi a/L) = {np.sqrt(s[1]/s[0])/2:.5f}")
print(f"light-mass formula: m/M = {alpha_light:.6f}")
print(f"light-mass formula: m = {alpha_light*M/pg:.4f} pg")
print(f"light-mass formula: a = {xi_light*L/um:.3f} um "
      f"or {(1-xi_light)*L/um:.3f} um")
print(f"full equation: u = {1-2*xi_full:.5f}, m/M = {alpha_full:.6f}")
print(f"full equation: m = {alpha_full*M/pg:.4f} pg")
print(f"full equation: a = {xi_full*L/um:.3f} um "
      f"or {(1-xi_full)*L/um:.3f} um")
print("MARKER ADDED AFTERWARDS")
print(f"marker {marker_m/pg:.1f} pg at {marker_a/um:.0f} um")
print(f"f1 if particle is left: {f_marked[0]/1e3:.3f} kHz")
print(f"f1 if particle is right: {f_marked[1]/1e3:.3f} kHz")
print(f"left minus right: {f_marked[0]-f_marked[1]:.1f} Hz")
print("FREQUENCY NOISE")
print(f"independent fractional error per mode: {noise:.0e}")
print(f"mass error {spread[0]*M/pg:.5f} pg, "
      f"position error {spread[1]*L/um:.4f} um")
print(f"false offset at midpoint: {offset_mid*L/um:.3f} um")
print("NEGLECTED EFFECTS")
print(f"bending parameter lambda = {lam:.3e}")
print(f"bending raises bare f1 by {100*(bare[0]/pi-1):.3f} %")
print(f"bending bias: mass {100*(alpha_beam/alpha_true-1):+.2f} %, "
      f"position {(xi_beam-xi_true)*L/um:+.3f} um")
print(f"sphere radius (2000 kg/m3): {radius/um:.3f} um")
print(f"rotary extra shifts: {rotary_shift[0]:.1e}, {rotary_shift[1]:.1e}")
print(f"expansion mismatch, rough: {expansion_gap:.0e} per K")
print(f"1 K drift: fractional frequency change {drift:.2e}")
print(f"1 K drift bias: mass {100*(alpha_warm/alpha_true-1):+.2f} %, "
      f"position {(xi_warm-xi_true)*L/um:+.3f} um")
print(f"stretching at {amplitude*1e9:.0f} nm amplitude: {stretch:.1e}")
print("tests ok")
```

Printed output:

```
INPUTS (rough silicon nitride values)
length 200 um, width 3 um
thickness 100 nm, stress 1.0 GPa
density 3000 kg/m3, Young modulus 250 GPa
true particle: 0.60 pg at 60.0 um
string mass M = 180.0 pg, wave speed = 577.35 m/s
true mass ratio m/M = 0.003333
SYNTHETIC DATA (rounded to 1 Hz)
mode 1: bare 1443.376 kHz, loaded 1440.227 kHz
mode 1: drop 3.149 kHz, s1 = 2.181691e-03
mode 2: bare 2886.751 kHz, loaded 2878.096 kHz
mode 2: drop 8.655 kHz, s2 = 2.998180e-03
basis change 12 to 18: relative shift 1.2e-14
INVERSION
s2/s1 = 1.37425
cos(pi a/L) = 0.58614
light-mass formula: m/M = 0.003324
light-mass formula: m = 0.5982 pg
light-mass formula: a = 60.129 um or 139.871 um
full equation: u = 0.39993, m/M = 0.003333
full equation: m = 0.6000 pg
full equation: a = 60.007 um or 139.993 um
MARKER ADDED AFTERWARDS
marker 9.0 pg at 50 um
f1 if particle is left: 1403.784 kHz
f1 if particle is right: 1404.108 kHz
left minus right: -324.6 Hz
FREQUENCY NOISE
independent fractional error per mode: 1e-06
mass error 0.00017 pg, position error 0.0131 um
false offset at midpoint: 0.551 um
NEGLECTED EFFECTS
bending parameter lambda = 2.282e-03
bending raises bare f1 by 0.461 %
bending bias: mass +0.45 %, position -0.181 um
sphere radius (2000 kg/m3): 0.415 um
rotary extra shifts: 7.0e-08, 7.5e-08
expansion mismatch, rough: 1e-06 per K
1 K drift: fractional frequency change 1.25e-04
1 K drift bias: mass -4.90 %, position -0.377 um
stretching at 20 nm amplitude: 2.3e-06
tests ok
```
